\section*{Referee's comment: finite-difference energies are not variational upper bounds}

\section{The argument under review}

The author computes bound-state energies on a uniform grid and argues as follows.

\begin{quote}
The grid Hamiltonian is a symmetric matrix. Its lowest eigenvalue is the minimum of a Rayleigh quotient over grid vectors. Grid vectors describe a restricted set of wave functions, so the minimum cannot lie below the true ground-state energy. The radial calculation for B$^{4+}$ confirms this: its energies lie above $-25$ Ry.
\end{quote}

The first two sentences are correct. The third assumes that the matrix quotient of a grid vector is the energy of some wave function. Does a central difference stencil satisfy this, and if not, why does the ion come out above its exact energy?

I use Rydberg units with lengths in bohr. The kinetic operator is $T=-d^2/dx^2$, and a plane wave has kinetic energy $k^2$ Ry, which is $k^2/2$ hartree.

\section{What the stencil does to a plane wave}

Let the grid spacing be $h$. The central stencil of order $2p$ is
\begin{equation}
(T_pf)(x)=-\frac1{h^2}\sum_{j=-p}^{p}w_j f(x+jh),\qquad w_{-j}=w_j ,
\end{equation}
with weights chosen so that $T_pf=-f''+O(h^{2p})$ for smooth $f$. Acting on $e^{ikx}$ it returns $K_p(k)e^{ikx}$. With $q=kh$,
\begin{equation}
h^2K_p=-w_0-2\sum_{j=1}^{p}w_j\cos jq = q^2+O(q^{2p+2}).
\end{equation}
Put $s=\sin(q/2)$. Since $\cos jq$ is a polynomial of degree $j$ in $\cos q=1-2s^2$, $h^2K_p$ is a polynomial of degree at most $p$ in $s^2$. Two such polynomials with the stated accuracy differ by $O(s^{2p+2})$, hence not at all. So $h^2K_p$ is the power series of $q^2$ in $s^2$, cut after $s^{2p}$.

To find that series, take $|q|\le\pi$, where $q=2\arcsin s$, and let $y=(\arcsin s)^2$. Then $(1-s^2)y'^2=4y$. Differentiating and dividing by $2y'$ gives
\begin{equation}
(1-s^2)y''-sy'=2 .
\end{equation}
Insert $y=\sum_{m\ge1}b_ms^{2m}$. The constant term gives $b_1=1$, and the coefficient of $s^{2m}$ gives
\begin{equation}
(2m+2)(2m+1)b_{m+1}=[2m(2m-1)+2m]b_m=4m^2b_m .
\end{equation}
The solution is $b_m=2^{2m-1}/[m^2\binom{2m}{m}]$: it equals 1 at $m=1$, and $\binom{2m+2}{m+1}/\binom{2m}{m}=(2m+2)(2m+1)/(m+1)^2$ reproduces the recursion. As $q^2=4y$,
\begin{equation}
K_p(k)=\frac2{h^2}\sum_{m=1}^{p}\frac{[2\sin(kh/2)]^{2m}}{m^2\binom{2m}{m}} .
\label{symbol}
\end{equation}

No term is negative. For $0<|q|\le\pi$ the omitted terms are positive, so $K_p<k^2$. For $|q|>\pi$, $K_p$ repeats a value belonging to some $|q'|\le\pi$, while $q^2>q'^2$. Therefore
\begin{equation}
K_p(k)<k^2\qquad\text{for every }p\ge1\text{ and every real }k\ne0 .
\label{bound}
\end{equation}
The first omitted term gives the deficit at small $kh$:
\begin{equation}
k^2-K_p\simeq C_ph^{2p}k^{2p+2},\qquad
C_p=\frac{2}{(p+1)^2\binom{2p+2}{p+1}},
\end{equation}
so $C_1=1/12$, $C_2=1/90$ and $C_3=1/560$. At $kh=1$ the ratio $K_p/k^2$ is 0.9194, 0.9898 and 0.9985 for $p=1,2,3$. At $kh=\pi$, the shortest wave the grid resolves, it is only 0.405, 0.540 and 0.612. For $0<|kh|\le\pi$ a higher order reduces the deficit but does not change its sign.

\section{Why the claimed bound cannot hold}

Take a normalized real orbital $\psi$ with finite kinetic energy and $\hat\psi(k)=\int\psi e^{-ikx}dx$. A shift by $jh$ multiplies $\hat\psi$ by $e^{ikjh}$, so
\begin{equation}
\langle\psi|T-T_p|\psi\rangle=\int\frac{dk}{2\pi}\,(k^2-K_p)|\hat\psi|^2\equiv\Delta_p>0 .
\label{deficit}
\end{equation}
The integral over $x$ on the left covers all positions of the grid, whereas a calculation uses one. Let the grid points be $s+jh$ with offset $0\le s<h$, and let $E(s)$ be the lowest grid energy. Assume that $V$ is bounded below and that $\psi$ is the exact ground state, with energy $E$. Sampling $\psi$ gives a trial vector on each grid, and the Rayleigh principle for that grid's matrix says
\begin{equation}
E(s)N(s)\le\sum_j\psi(s+jh)\,[(T_p+V)\psi](s+jh),\qquad N(s)=\sum_j\psi(s+jh)^2 .
\end{equation}
Integrate over $s$ from 0 to $h$. Sum and integral together cover the line once, so $\int_0^hN\,ds=1$ and
\begin{equation}
\int_0^hE(s)N(s)\,ds\le\langle\psi|T_p+V|\psi\rangle=E-\Delta_p<E .
\label{offset}
\end{equation}
If every grid energy were an upper bound, the left side would be at least $E$. So for every such potential, every $h$ and every $p$, some grid positions give an energy below the exact one. The Rayleigh principle is valid here, but it bounds the matrix eigenvalue and not the energy of the differential equation.

A single grid may still err upward. Consider a square well, $V=-4$ Ry for $|x|<1$ bohr and zero outside. Matching $\cos kx$ to a decaying exponential gives $k\tan k=\sqrt{4-k^2}$, whose numerical root yields $E=k^2-4=-2.9394$ Ry. With $h=0.3$ bohr and $p=2$, I diagonalized the grid Hamiltonian at 60 evenly spaced offsets. The energies range from $-3.0198$ to $-2.8132$ Ry. The well is $2/0.3=6.67$ spacings wide, so it holds seven points for two thirds of the offsets and six for the rest. On an unbounded grid the energy depends on the offset through this count alone, and one more point in the well lowers it. With equal weights the average is
\begin{equation}
\tfrac23(-3.01983)+\tfrac13(-2.81321)=-2.9510\ \text{Ry}.
\end{equation}
The weights $N(s)$ lower this by only $3\times10^{-5}$ Ry, so the weighted average is also $-2.9510$ Ry. The middle member of (\ref{offset}) is $-2.9409$ Ry, lower than $E$ by 0.0015 Ry, and the momentum integral (\ref{deficit}) gives the same deficit. The remaining 0.010 Ry arises because each grid vector adjusts to its own matrix.

\section{Where the variational reasoning does apply}

A genuine Ritz calculation with the same grid uses hat functions $\phi_j=1-|x-x_j|/h$ on $|x-x_j|<h$. For $v=\sum_jc_j\phi_j$, which is linear between grid points,
\begin{align}
\int v'^2dx&=\frac1h\sum_j(c_{j+1}-c_j)^2 ,\\
\int v^2dx&=\frac h3\sum_j\left(c_j^2+c_jc_{j+1}+c_{j+1}^2\right)
\nonumber\\
&=h\sum_jc_j^2-\frac h6\sum_j(c_{j+1}-c_j)^2 .
\end{align}
The last form follows from $c_jc_{j+1}=\frac12[c_j^2+c_{j+1}^2-(c_{j+1}-c_j)^2]$. The first line is $h\sum_jc_j(T_1c)_j$, so the three-point stencil gives the true kinetic integral of $v$. But the finite-difference quotient divides by $h\sum_jc_j^2$, which is larger than the true norm, and so the kinetic energy per unit norm comes out too small. It also replaces $\int Vv^2dx$ by $h\sum_jV(x_j)c_j^2$, an error of either sign. Keeping the correct norm and potential integrals restores the upper bound.

\section{Smooth potentials: which energy comes from below?}

On the whole line, the sum $h\sum_jf(x_j)$ of a smooth, rapidly decaying $f$ differs from $\int f\,dx$ by less than any power of $h$, because the Euler--Maclaurin formula has no end terms. The offset then hardly matters. First-order perturbation theory in $T_p-T$ gives
\begin{equation}
E_p-E\simeq-C_ph^{2p}\langle k^{2p+2}\rangle .
\label{smooth}
\end{equation}
Thus the total energy converges from below at leading order.

For the well $V=x^2$ (in Ry, with $x$ in bohr), $\psi=\pi^{-1/4}e^{-x^2/2}$, $E=1$ Ry, and the kinetic energy is $\frac12$ Ry. The momentum density $e^{-k^2}/\sqrt\pi$ gives $M_p\equiv\langle k^{2p+2}\rangle=(2p+1)!!/2^{p+1}$. At $h=0.125$ bohr and $p=1$, (\ref{smooth}) predicts
\begin{equation}
-\frac1{12}\cdot\frac1{64}\cdot\frac34=-9.77\times10^{-4}\ \text{Ry}.
\end{equation}
Diagonalization on 129 points gives $-9.78\times10^{-4}$ Ry. For $p=2$ and 3 the errors are $-5.06\times10^{-6}$ and $-4.42\times10^{-8}$ Ry. Hat functions on the same grid, with their integrals done exactly, give $+9.76\times10^{-4}$ Ry, above $E$ as a Ritz energy must be.

It does not follow that the kinetic energy of the computed state is too low. For the fixed exact orbital it is, by nearly the whole total error. The computed state, however, relaxes. In momentum space $x^2$ becomes $-d^2/dk^2$, and $K_p(k)$ acts as the potential. Stretching the state by $\varphi(k)\to\sqrt\lambda\,\varphi(\lambda k)$ changes the energy to $\lambda^2\langle V\rangle+\langle K_p(k/\lambda)\rangle$. This is stationary at $\lambda=1$, up to the negligible amplitude at the zone edge, so
\begin{equation}
2\langle V\rangle=\langle kK_p'(k)\rangle .
\end{equation}
Write $\epsilon=C_ph^{2p}M_p$ and keep first order in $\epsilon$. With $K_p\simeq k^2-C_ph^{2p}k^{2p+2}$,
\begin{align}
\langle T_p\rangle&=\langle k^2\rangle-\epsilon, &
\langle V\rangle&=\langle k^2\rangle-(p+1)\epsilon .
\end{align}
Their sum is $1-\epsilon$, by (\ref{smooth}). Hence $2\langle k^2\rangle=1+(p+1)\epsilon$, and
\begin{equation}
\langle T_p\rangle=\frac12+\frac{p-1}2\,\epsilon,\qquad
\langle V\rangle=\frac12-\frac{p+1}2\,\epsilon .
\end{equation}
High momenta have become cheaper. The state spreads in $k$ and contracts in $x$, and the gain appears in the potential energy. For $p\ge2$ the relaxed kinetic energy therefore approaches its limit from above in this well. The computed errors are $+2.52\times10^{-6}$ Ry for $p=2$ and $+4.40\times10^{-8}$ Ry for $p=3$. For $p=1$ the leading term vanishes, and the calculation leaves $+4.8\times10^{-7}$ Ry, about two thousand times smaller than the total error.

\section{Why B$^{4+}$ comes out too high}

The author's numerical evidence is real, but its cause is different. For a fixed point nucleus of charge $Z$ and one nonrelativistic electron, the radial $s$ equation is
\begin{equation}
-u''-\frac{2Z}ru=Eu,\qquad u(0)=0,
\end{equation}
with $u=2Z^{3/2}re^{-Zr}$ and $E=-Z^2$. Equation (\ref{offset}) does not cover this problem. It was derived for a potential bounded below on the whole line with a freely shifted grid, whereas here the domain is a half-line and the grid is tied to $r=0$. It would in any case fix the sign only for some grid positions.

On the grid $r_j=jh$ with $p=1$, try $u_j=jz^j$. Since
\begin{equation}
(j+1)z+(j-1)z^{-1}=j(z+z^{-1})+(z-z^{-1}),
\end{equation}
the terms proportional to $j$ and those independent of $j$ require
\begin{equation}
h^2E_1=2-z-z^{-1},\qquad z^{-1}-z=2Zh .
\end{equation}
The decaying solution is $z=\sqrt{1+Z^2h^2}-Zh$, with $z^{-1}=\sqrt{1+Z^2h^2}+Zh$. It is positive at every grid point and the matrix has negative off-diagonal elements, so it is the ground state:
\begin{equation}
E_1=\frac2{h^2}\left(1-\sqrt{1+Z^2h^2}\right)\simeq-Z^2+\frac{Z^4h^2}4 .
\end{equation}

To find the origin of the positive sign, evaluate the grid quotient of the exact $u$. For $f(0)=0$, Euler--Maclaurin gives
\begin{equation}
h\sum_{j\ge1}f(jh)=\int_0^\infty f\,dr-\frac{h^2}{12}f'(0)+O(h^4).
\end{equation}
The norm has $f=u^2$ and $f'(0)=0$, so it has no $h^2$ error. The potential energy has $f=-8Z^4re^{-2Zr}$ and $f'(0)=-8Z^4$, which gives an error $+\frac23Z^4h^2$.

For the kinetic energy, $T_1u=-u''-\frac{h^2}{12}u''''+O(h^4)$. The first term has $f=-uu''$ and
\begin{equation}
f'(0)=-u'(0)u''(0)=-(2Z^{3/2})(-4Z^{5/2})=8Z^4,
\end{equation}
an error $-\frac23Z^4h^2$. The second needs
\begin{equation}
\int_0^\infty uu''''dr=4Z^3\int_0^\infty(Z^4r^2-4Z^3r)e^{-2Zr}dr=4Z^3\left(\frac Z4-Z\right)=-3Z^4,
\end{equation}
and contributes $+\frac14Z^4h^2$. Altogether
\begin{equation}
\underbrace{-\tfrac5{12}Z^4h^2}_{\text{kinetic}}+\underbrace{\tfrac23Z^4h^2}_{\text{sampling of }-2Z/r}=+\tfrac14Z^4h^2 ,
\end{equation}
in agreement with the closed form. The kinetic error is negative here too, but the sampling error of the Coulomb attraction near the nucleus outweighs it. The two terms $\pm\frac23Z^4h^2$ cancel because $-u''-2Zu/r=Eu$ holds at every grid point, so the net error can equally be read as the truncation term $+\frac14Z^4h^2$ of the stencil.

For $Z=5$ and $h=0.01$ bohr, $Z^4h^2=0.0625$ Ry. The grid sums with the exact orbital give a kinetic error of $-0.0260$ Ry and a sampling error of $+0.0416$ Ry. Their sum is $+0.0156$ Ry. The grid eigenvalue is $-24.9844$ Ry, above the exact value of this model by 0.0156 Ry, or 0.212 eV.

For $p\ge2$ the stencil needs values at negative $r$, for which I take $u(-r)=-u(r)$. With this choice a higher order makes the error worse. With $p=2$ and 3, diagonalization on 600 points gives total errors of $+0.0392$ and $+0.0396$ Ry. The fixed-orbital kinetic errors have shrunk to $-0.0020$ and $-0.0015$ Ry, while the sampling error does not depend on $p$ and remains. The negative error that had partly compensated it is nearly gone. This outcome belongs to the odd continuation, whose second derivative jumps at $r=0$ because $u''(0)\ne0$. For $p=2$ the weight $w_2=-\frac1{12}$ reaches $r=-h$ from $r=h$. The smooth continuation of $u$ has $u(-h)=-e^{2Zh}u(h)$, and with it the grid equation holds to $O(h^4)$ at every point with the same sampled potential. The odd value is higher by $2Zh\,u(h)$ at leading order, which shifts the energy by $h\,u(h)\cdot2Zh\,u(h)/(12h^2)=\frac23Z^4h^2$, using $u(h)^2\simeq4Z^3h^2$. That is the whole leading error.

\section{What the author should change}

The general claim of an upper bound should be withdrawn, and the ion's energies above $-25$ Ry should not be offered as evidence for it. For potentials that are smooth on the whole line the leading error has the opposite sign. A radial problem has end terms at $r=0$ and can err upward even when $V$ is bounded and smooth for $r\ge0$: for $V=-10e^{-r}$ Ry with $p=3$, the odd continuation and $h=0.1$ bohr the error is $+3.1\times10^{-5}$ Ry. For the ion with $p=1$, the sign results from two competing errors of order $h^2$; for $p=2$ and 3 with the odd continuation the sampling error dominates. With the odd continuation a higher stencil order leaves the error of order $h^2$. Continuing $u$ smoothly to negative $r$ restores order $h^4$ for $p=2$, with an error of $-8.7\times10^{-6}$ Ry at $h=0.01$ bohr. The positive sign also depends on the grid $r_j=jh$: on $r_j=(j-\frac12)h$ with the odd continuation and the same $h$, the errors are $-0.75\,Z^4h^2$ for $p=1$ and $-0.34\,Z^4h^2$ for $p=2$, below $-25$ Ry. The three-point energy of the ion does lie above $-Z^2$ at every $h$, because $\sqrt{1+Z^2h^2}<1+Z^2h^2/2$ in the closed form, but this is a property of that model and not of the Rayleigh principle. A bound that is guaranteed whatever the potential comes from actual trial functions with their own overlap and potential integrals.
